# The SCF dielectric matrix and the curvature of the free energy

## 1. What dimensions and symmetry dictate

A self-consistent-field (SCF) cycle maps an input density to an output density. Near a fixed point it is governed by the independent-particle response $\chi_0=\partial n/\partial v$ and the Hartree-exchange-correlation kernel $K=\partial^2E_{Hxc}/\partial n\,\partial n$. If $n$ counts electrons in cells, $\chi_0$ has the dimension erg$^{-1}$ and $K$ the dimension erg, so the matrix $\varepsilon=1-\chi_0K$ is dimensionless. The Hessian $H$ of the free energy is an energy. The interaction energy enters the free energy additively, so $H=H_s+K$ with $H_s$ independent of $K$. A dimensionless product that is linear in $K$ and equals 1 at $K=0$ is $H_s^{-1}H=1+H_s^{-1}K$. It has the form of $\varepsilon$ if $H_s^{-1}=-\chi_0$, which suggests

$$H=K-\chi_0^{-1},\qquad \varepsilon=(-\chi_0)\,H .$$

In a uniform gas, translation symmetry makes all these operators diagonal in the wave vector $q$, and the product is one of numbers. Since $-\chi_0(q)>0$, $\varepsilon(q)$ and $H(q)$ have the same sign. At small $q$ and low temperature $-\chi_0\to D=mk_F/\pi^2\hbar^2$, the density of states per volume for both spins. With $K=4\pi e^2/q^2$ one finds $\varepsilon=1+4\pi e^2D/q^2>0$, Thomas-Fermi screening. For the spin density $\zeta=n_\uparrow-n_\downarrow$, potentials $\pm u$ give $\delta\zeta=-Du$, and an energy $-I\zeta^2/4$ gives $K=-I/2$. Then $H=1/D-I/2$ and $\varepsilon=1-ID/2$, which change sign together at the Stoner threshold.

Without translation symmetry $\chi_0$ and $K$ in general do not commute and $\varepsilon$ is then not symmetric, so even the reality of its eigenvalues needs proof. Moreover $\chi_0$ has no inverse on the full space of densities, so the statement must be put more carefully.

## 2. Setting and statement

Space is divided into finitely many cells; the index $i$ labels cell and spin. The vector $n$ holds the occupations $n_i$ and $v$ the local potential energies. The Hamiltonian is the real symmetric matrix $h=h_0+\mathrm{diag}(v)$, with $h_0$ the discretised $-(\hbar^2/2m)\nabla^2$, eigenvalues $e_p$ and real orthonormal eigenvectors $\phi_p(i)$. The temperature is finite, $\tau=k_BT>0$, and $f_p=1/(e^{(e_p-\mu)/\tau}+1)$. The electron number is fixed, $c^Tn=N$ with $c=(1,\dots,1)^T$, and $\mu$ adjusts to it. If $N_\uparrow$ and $N_\downarrow$ are fixed separately, Parts 3 and 4 apply to each spin block with its own $c_\sigma$ and $\mu_\sigma$. Let $X=\{\delta n:\ c^T\delta n=0\}$ and let $P$ be the orthogonal projector on $X$. The density of the Fermi ensemble in $v$ is $n_0[v]$. $E_{Hxc}[n]$ is an explicit, twice continuously differentiable function of $n$, so $v_{Hxc}=\partial E_{Hxc}/\partial n$ and $K$ is symmetric. The SCF map is $n_{out}=n_0[v_{KS}[n_{in}]]$ with $v_{KS}[n]=v_{ext}+v_{Hxc}[n]$.

The statement is as follows, with $\chi_0^{-1}$ meaning the inverse on $X$. At a fixed point $n^*$ the free energy $F=F_s+E_{Hxc}+v_{ext}^Tn$ is stationary on $X$ with Hessian $H=K-\chi_0^{-1}$ on $X$. The eigenvalues of $\varepsilon$ on $X$ are real, and as many are positive, zero and negative as for $H$. All are positive exactly when $n^*$ is a nondegenerate local minimum, that is, a local minimum with nonsingular $H$.

## 3. The response is negative definite on $X$

Let $\gamma=f(h-\mu)$ be the density matrix, so $n_i=\gamma_{ii}$. Change the potential by $u$, with matrix elements $u_{pq}=\sum_j\rho_{pq}(j)u_j$ and $\rho_{pq}(j)=\phi_p(j)\phi_q(j)$. The variation of $[h,\gamma]=0$ is $[\delta h,\gamma]+[h,\delta\gamma]=0$, whose $pq$ element reads $u_{pq}(f_q-f_p)+(e_p-e_q)\delta\gamma_{pq}=0$. This fixes $\delta\gamma_{pq}$ for $e_p\neq e_q$. Within a level (diagonal elements, and degenerate blocks in the basis that diagonalises $u$ there) the orbital changes contribute $f_p(\langle p|\delta q\rangle+\langle\delta p|q\rangle)=0$, because orthonormality is preserved. Only the occupation changes, by $f'(e_p)(u_{pp}-\delta\mu)$, with $f'=-g_p/\tau$ and $g_p=f_p(1-f_p)$. Both cases are collected in

$$\delta\gamma_{pq}=L_{pq}\,(u_{pq}-\delta\mu\,\delta_{pq}),\qquad L_{pq}=\frac{f_p-f_q}{e_p-e_q},\qquad L_{pq}=-\frac{g_p}{\tau}\ \text{ if } e_p=e_q .$$

Fixed $N$ means $\sum_p\delta\gamma_{pp}=0$, that is $\sum_pg_p(u_{pp}-\delta\mu)=0$, so $\delta\mu=s^Tu/\sum_pg_p$ with $s=\sum_pg_p\rho_{pp}$. Inserting this in $\delta n=\sum_{pq}\rho_{pq}\delta\gamma_{pq}$, the $\delta\mu$ term is $-\delta\mu\sum_pL_{pp}\rho_{pp}=+\delta\mu\,s/\tau$, and

$$\chi_0=\sum_{pq}L_{pq}\,\rho_{pq}\rho_{pq}^T+\frac{ss^T}{\tau\sum_pg_p}.$$

This matrix is symmetric. For the quadratic form, $u^T\delta n=\sum_{pq}u_{pq}\delta\gamma_{pq}$, and subtracting $\delta\mu\sum_p\delta\gamma_{pp}=0$ gives

$$u^T\chi_0u=\sum_{pq}L_{pq}\,(u_{pq}-\delta\mu\,\delta_{pq})^2 .$$

At $\tau>0$ the Fermi function is strictly decreasing, so every $L_{pq}<0$. The form is therefore non-positive, and it vanishes only if every element of $\mathrm{diag}(u)-\delta\mu$ vanishes in a complete basis, which means $u=\delta\mu\,c$. A constant $u=\lambda c$ has $u_{pq}=\lambda\delta_{pq}$ and $\delta\mu=\lambda$, so $\chi_0c=0$. By symmetry $c^T\chi_0=0$, hence $\chi_0=P\chi_0P$, and $A=-\chi_0$ is positive definite on $X$.

## 4. The noninteracting free energy

Define, over matrices $0\le\gamma\le1$ with diagonal $n$,

$$F_s[n]=\min_{\gamma\to n}\{\mathrm{Tr}\,\gamma h_0+\tau\sigma(\gamma)\},\qquad \sigma(\gamma)=\mathrm{Tr}[\gamma\ln\gamma+(1-\gamma)\ln(1-\gamma)],$$

where $-k_B\sigma$ is the entropy. Let $W[\gamma]=\mathrm{Tr}\,\gamma(h-\mu)+\tau\sigma(\gamma)$ and $\gamma_v=f(h-\mu)$, which obeys $\ln\gamma_v-\ln(1-\gamma_v)=-(h-\mu)/\tau$. Consider

$$R=\mathrm{Tr}\,\gamma(\ln\gamma-\ln\gamma_v)+\mathrm{Tr}(1-\gamma)\,[\ln(1-\gamma)-\ln(1-\gamma_v)].$$

Expanding, $\tau R=\tau\sigma(\gamma)-\tau\mathrm{Tr}\,\gamma[\ln\gamma_v-\ln(1-\gamma_v)]-\tau\mathrm{Tr}\ln(1-\gamma_v)=W[\gamma]-\tau\mathrm{Tr}\ln(1-\gamma_v)$. Since $R=0$ at $\gamma=\gamma_v$, the last term is $-W[\gamma_v]$, and $W[\gamma]-W[\gamma_v]=\tau R$.

For matrices $a\ge0$, $b>0$ with eigenvalues $a_j$, $b_k$,

$$\mathrm{Tr}[a\ln a-a\ln b-a+b]=\sum_{jk}\langle a_j|b_k\rangle^2\,[a_j\ln(a_j/b_k)-a_j+b_k]\ge0,$$

because $x\ln(x/y)-x+y\ge0$ with equality only at $x=y$. Equality of the trace needs $a_j=b_k$ whenever the overlap is nonzero, which means $a=b$. This is Klein's inequality. Applied to both terms of $R$ it gives $R\ge\mathrm{Tr}(\gamma-\gamma_v)+\mathrm{Tr}(\gamma_v-\gamma)=0$, so $\gamma_v$ is the unique minimiser of $W$.

Among all $\gamma$ with diagonal $n=n_0[v]$, the part $(v-\mu c)^Tn$ of $W$ is a constant, so $\gamma_v$ is also the unique minimiser in $F_s$:

$$F_s[n_0[v]]=W[\gamma_v]-(v-\mu c)^Tn_0[v].$$

Two consequences follow. If $n_0[v]=n_0[v']$, uniqueness gives $\gamma_v=\gamma_{v'}$, hence $v-\mu c=v'-\mu'c$: the density fixes the potential up to a constant. And the smooth map $v\in X\mapsto n_0[v]$ has the Jacobian $\chi_0$, invertible on $X$, so the inverse function theorem gives a smooth $v[n]$ near any such density.

Now vary $v$. The eigenvalues of $\gamma_v$ lie strictly between 0 and 1, so the minimum of $W$ is interior and the change of $\gamma_v$ does not alter $W$ to first order. Only the explicit dependence remains, $\delta W=(\delta v-\delta\mu\,c)^Tn$. Then

$$\delta F_s=(\delta v-\delta\mu\,c)^Tn-(\delta v-\delta\mu\,c)^Tn-(v-\mu c)^T\delta n=-v^T\delta n ,$$

where $c^T\delta n=0$ was used. On $X$ the gradient of $F_s$ is $-Pv[n]$. Differentiating again with $P\delta v=\chi_0^{-1}\delta n$ gives $\nabla^2F_s=-\chi_0^{-1}=A^{-1}>0$.

## 5. Gradient, Hessian and Jacobian

Adding the explicit terms, on $X$,

$$\nabla F=P\,(v_{KS}[n]-v[n]),\qquad H=PKP-\chi_0^{-1}.$$

The gradient vanishes if and only if $v_{KS}[n]-v[n]$ is a constant. In that case $n_0[v_{KS}[n]]=n_0[v[n]]=n$. Conversely, at a fixed point $v_{KS}[n]$ and $v[n]$ produce the same density and so differ by a constant. Stationary points of $F$ and fixed points of the map coincide.

Minimality in $n$ is also minimality of the Mermin functional of $\gamma$. That functional is at least $F[n_\gamma]$, with equality at $\gamma_{v[n]}$, so a local minimum of $F$ gives one in $\gamma$, and any path that lowers $F$ lifts to a path $\gamma_{v[n]}$ that lowers the Mermin functional.

The chain rule gives $\delta n_{out}=\chi_0K\,\delta n_{in}$, with $\chi_0$ taken at $v_{KS}[n_{in}]$. The $\chi_0$ in $H$ is taken at $v[n]$. The two potentials agree up to a constant only at a fixed point, so the factorisation below does not in general hold at an intermediate iterate. The residual $n_{out}-n_{in}$ has the Jacobian $-\varepsilon$. Because $c^T\chi_0=0$, $\varepsilon$ maps $X$ into $X$ and $c^T\varepsilon=c^T$. In a basis of $X$ completed by $c$, $\varepsilon$ is block triangular with a 1 in the last place, so the full space adds one eigenvalue 1 per constraint, which never affects positivity.

## 6. Factorisation and inertia

On $X$, of dimension $d$, use $\chi_0=\chi_0P$ and write $K$ for $PKP$:

$$AH=-\chi_0(K-\chi_0^{-1})=1-\chi_0K=\varepsilon .$$

$A$ has a symmetric positive definite square root, and

$$S\equiv A^{-1/2}\varepsilon A^{1/2}=A^{1/2}HA^{1/2}=1+A^{1/2}KA^{1/2}.$$

The first form is a similarity, so $\varepsilon$ and $S$ have the same eigenvalues. The second form is symmetric, so they are real and $\varepsilon$ is diagonalisable, with eigenvectors $A^{1/2}y$ for eigenvectors $y$ of $S$.

The second form is also a congruence: $y^TSy=\delta n^TH\delta n$ for $\delta n=A^{1/2}y$. Let $H$ have $p_H$ positive eigenvalues and $S$ have $p_S$. Let $U$ be spanned by the eigenvectors of $S$ with positive eigenvalue, and $V$ by those of $H$ with non-positive eigenvalue. The quadratic form of $H$ is positive on nonzero vectors of $A^{1/2}U$, of dimension $p_S$, and non-positive on $V$, of dimension $d-p_H$. The two subspaces share only the zero vector, so $p_S+d-p_H\le d$, or $p_S\le p_H$. The same argument with $H=A^{-1/2}SA^{-1/2}$ gives $p_H\le p_S$. Replacing $H,S$ by $-H,-S$ equates the negative counts, and the zero counts follow by subtraction from $d$. This is Sylvester's law of inertia.

It remains to connect $H>0$ with minimality. At a stationary point $F[n^*+\delta n]-F[n^*]=\tfrac12\delta n^TH\delta n+o(|\delta n|^2)$. If all eigenvalues of $\varepsilon$ are positive, then $H\ge h_{min}>0$, the quadratic term is at least $\tfrac12h_{min}|\delta n|^2$ and outweighs the remainder for small $\delta n$, so $n^*$ is a strict minimum with nonsingular $H$. Conversely, at a local minimum $H$ has no negative eigenvalue, since $F$ would fall along its eigenvector. Nondegeneracy excludes zero, so $H>0$ and all eigenvalues of $\varepsilon$ are positive. This completes the proof.

The Rayleigh quotient of $S$ gives the meaning of the eigenvalues:

$$\varepsilon_{min}=\min_{\delta n\in X}\frac{\delta n^TH\delta n}{\delta n^TA^{-1}\delta n}.$$

It is the curvature of the interacting free energy divided by that of the noninteracting one. Only the signs are shared with $H$; equating the two spectra is a dimensional error. Let $a_{max}$ be the largest eigenvalue of $A$, so $\delta n^TA^{-1}\delta n\ge|\delta n|^2/a_{max}$. If $h_{min}>0$, the lowest eigenvector of $H$ as trial vector gives $\varepsilon_{min}\le a_{max}h_{min}$. If $h_{min}<0$, every quotient is at least $h_{min}|\delta n|^2/\delta n^TA^{-1}\delta n\ge a_{max}h_{min}$. In both cases $|\varepsilon_{min}|\le a_{max}|h_{min}|$. If $K\ge0$, as for the Hartree kernel alone, $S\ge1$ and $\varepsilon$ has no negative eigenvalue, although mixing can still diverge if its step is too large (Part 8).

## 7. Where the statement stops

A zero eigenvalue decides nothing, as $x^4$, $-x^4$ and $x^3$ show, so the word nondegenerate cannot be dropped. A continuous family of fixed points $n^*(\theta)$ always has one: differentiating the fixed-point condition gives $\varepsilon\,dn^*/d\theta=0$, so the tangent to the family is a zero mode. The Goldstone mode of a broken continuous symmetry is the usual example, though a family need not come from a symmetry.

If $\chi_0$ has further null vectors, as when a small orbital basis is used with a fine density grid, the inverse can be avoided. Let $G[v]=F[n_0[v]]$. Part 4 gives $\delta G=(v_{KS}-v)^T\chi_0\,\delta v$. In a second variation $\delta v'$ at the fixed point, the change of $\chi_0$ is multiplied by a constant vector and drops out because $c^T\chi_0=0$ for every $v$, while $\delta'(v_{KS}-v)=(K\chi_0-1)\delta v'$. Hence $\nabla^2G=\chi_0K\chi_0-\chi_0=A^{1/2}SA^{1/2}$, and Part 6 holds with $X$ replaced by the range of $\chi_0$. In the continuum limit the eigenvalues of $A$ approach zero and $H$ is unbounded; nondegenerate should then be read as $\varepsilon_{min}>0$ in the quotient above.

The test covers only the variations contained in $n$. An unpolarised calculation sees the charge block alone and can report all eigenvalues positive at a spin-unstable saddle. Functionals of the orbitals, such as hybrids, have no $K$ acting on $n$ and need the analogous argument for $\gamma$. The result is local and says nothing about the global minimum.

## 8. Linear mixing

For $n_{k+1}=n_k+\alpha(n_{out}-n_k)$ the error obeys $\delta n_{k+1}=(1-\alpha\varepsilon)\delta n_k$ to first order, and each eigenmode is multiplied by $1-\alpha\varepsilon_j$. Decay needs $0<\alpha\varepsilon_j<2$. At a nondegenerate minimum this holds for all modes when $0<\alpha<2/\varepsilon_{max}$. If some $\varepsilon_j<0$, the factor $1+\alpha|\varepsilon_j|$ exceeds 1 for every $\alpha>0$, and no damping cures it. Convergence to a saddle is still possible when a symmetry keeps the unstable component at zero, or with Newton-type schemes, which invert $\varepsilon$ whatever its signs.

## 9. Worked example

The model is a one-dimensional heteronuclear two-electron molecule; all parameters are chosen inputs, and the subscripts on the two softening lengths below are only labels for the two centres, matching the variable names in the program. With $e=4.80320\times10^{-10}$ esu, $e^2=2.30708\times10^{-19}$ erg cm $=14.3996$ eV Å, and $\hbar^2/m=7.6200$ eV Å$^2$. There are 16 cells of width $a=0.5$ Å between hard walls. The matrix $h_0$ has $2t$ on the diagonal and $-t$ between neighbours, with $t=\hbar^2/2ma^2=7.6200/(2\times0.25)=15.24$ eV. The ions give $-e^2/\sqrt{(x+R/2)^2+b_H^2}-e^2/\sqrt{(x-R/2)^2+b_{Li}^2}$ with $b_H=0.75$ Å and $b_{Li}=1.3$ Å. The repulsion is $w_{ij}=e^2/\sqrt{(x_i-x_j)^2+b_{ee}^2}$ with $b_{ee}=0.75$ Å, so $w_{ii}=14.3996/0.75=19.1995$ eV. We fix $N_\uparrow=N_\downarrow=1$ and $\tau=0.5$ eV, so $d=2\times(16-1)=30$. The interaction is the model functional $E_{Hx}=n_\uparrow^Twn_\downarrow$, the repulsion between opposite spins. It omits the same-spin Hartree energy, which exact exchange cancels when each spin has one fully occupied orbital but not completely at fractional occupations. The kernel $K$ has $w$ in its spin-off-diagonal blocks and zero in the diagonal ones.

Then $S-1$ has only the off-diagonal blocks $B=A_\uparrow^{1/2}wA_\downarrow^{1/2}$ and $B^T$. Reversing the sign of the down components of an eigenvector reverses its eigenvalue, so the eigenvalues of $\varepsilon$ come in pairs $1\pm\lambda$. For an unpolarised state $A_\uparrow=A_\downarrow=A$, and $w\ge0$ because the softened potential has the positive Fourier transform $2e^2K_0(b_{ee}|k|)$. The charge modes $\delta n_\uparrow=\delta n_\downarrow$ have $1+\lambda\ge1$ and the spin modes have $1-\lambda$. The largest $\lambda$ is the top eigenvalue of $A^{1/2}wA^{1/2}$, equal to that of $w^{1/2}Aw^{1/2}$ since $CC^T$ and $C^TC$ share nonzero eigenvalues. Keeping only the terms $01$ and $10$ of the quadratic form in Part 3 gives $A\ge2|L_{01}|\rho_{01}\rho_{01}^T$, and the rank-one matrix $w^{1/2}\rho_{01}\rho_{01}^Tw^{1/2}$ has the eigenvalue $(01|w|01)=\rho_{01}^Tw\rho_{01}$. Therefore

$$\varepsilon_{min}\le1-\frac{2(f_0-f_1)}{e_1-e_0}\,(01|w|01).$$

Values were computed numerically by two independent routes. The matrix $\varepsilon$ came from central differences of the SCF map. The full $30\times30$ Hessian came from second differences of $F$, evaluated from the definition of $F_s$ with a numerical inversion $n\to v$, along the columns of $D=A^{1/2}U$, where $U$ is the orthogonal matrix of eigenvectors of $A$ on $X$. These directions obey $D^TA^{-1}D=1$, and the differenced matrix is $D^THD=U^TSU$, so its eigenvalues are those of $S$. Its dimensionless elements matched those of $D^T(K-\chi_0^{-1})D$ to $1.4\times10^{-4}$ or better. The column $h_{min}$ and the count of negative eigenvalues of $H$ come from diagonalising $K-\chi_0^{-1}$ itself, with $\chi_0$ from the formula of Part 3.

| state | $F$ (eV) | $\varepsilon_{min}$, map | curvature of $F$ | $h_{min}$ (eV) | negative, $\varepsilon/H$ |
|---|---|---|---|---|---|
| unpolarised, 1.0 Å | −31.50187 | 0.07291 | 0.07291 | 2.2559 | 0/0 |
| unpolarised, 4.0 Å | −22.94624 | −2.51528 | −2.51528 | −36.8570 | 1/1 |
| polarised, 4.0 Å | −25.19197 | 0.82950 | 0.82951 | 24.9815 | 0/0 |

$F$ omits the ion-ion term. The largest eigenvalues, 1.92709, 4.51528 and 1.17050, each add to 2 with $\varepsilon_{min}$, as the pairing requires.

At $R=1.0$ Å the gap is 4.8359 eV, $f_0-f_1=0.99211-0.00786=0.98425$ and $(01|w|01)=1.9030$ eV. The bound is $1-2\times0.98425\times1.9030/4.8359=1-0.7746=0.2254$, above the true 0.07291. The state is a shallow minimum, and $a_{max}h_{min}=0.0346\times2.2559=0.078$ bounds $\varepsilon_{min}$ closely. Mixing with $\alpha=0.2$ should contract by $1-0.2\times0.07291=0.9854$ per step, which is the factor measured by iterating from a random displacement. The limit is $\alpha_{max}=2/1.92709=1.0378$. At $1.05\,\alpha_{max}$ the stiffest mode has $|1-2.1|=1.1$, measured as 1.1000. At $0.95\,\alpha_{max}$ it has $|1-1.9|=0.9$, but the measured factor is 0.9281, because the soft mode decays more slowly: $1-0.95\times1.0378\times0.07291=0.9281$.

At $R=4.0$ Å the unpolarised gap is 1.2066 eV, $f_0-f_1=0.76964-0.23024=0.53940$ and $(01|w|01)=1.8657$ eV, so the bound is $1-2\times0.53940\times1.8657/1.2066=-0.6681$. This already proves instability, but it is far above $-2.51528$. The bound omits the higher transitions and the occupation terms $L_{pp}$, and the coefficients of the latter are comparable to the one retained: $|L_{11}|=f_1(1-f_1)/\tau=0.23024\times0.76976/0.5=0.354$ eV$^{-1}$ against $|L_{01}|=0.53940/1.2066=0.447$ eV$^{-1}$. Adding the occupation terms, with their fixed-$N$ correction, to the retained transition lowers the bound to $-2.3795$, whereas adding all higher transitions instead lowers it only to $-0.8550$, so most of the shortfall comes from the occupation terms. The second eigenvalue is $+0.30652$, so the saddle has one descending direction, with $|\varepsilon_{min}|\le0.0708\times36.857=2.61$. Mixing amplifies a random error by $1+0.2\times2.51528=1.5031$ per step, as measured. Started along the soft mode with the sign that moves the up electron to $x<0$ (the opposite sign exchanges the two spins), it ends at the polarised state, where 0.9973 of the up electron and 0.0358 of the down electron lie at $x<0$, against 0.7050 each at the saddle. The free energy is lower by $25.19197-22.94624=2.24573$ eV and all eigenvalues are positive. These signs and counts refer to $N_\uparrow$ and $N_\downarrow$ fixed separately. The polarised state has $\mu_\uparrow=-8.74$ eV and $\mu_\downarrow=-6.04$ eV, so it is not a fixed point if only the total $N$ is fixed, and with a common $\mu$ the unpolarised state at 4.0 Å has $\varepsilon_{min}=-5.195$. In this state the eigenvalues of $A$ run from $6.756\times10^{-10}$ to 0.0382 eV$^{-1}$, so $H$ is badly conditioned while the spectrum of $\varepsilon$ lies between 0.829 and 1.171. For a practical stability test $S$ or $\varepsilon$ is the better object.

Along the unpolarised branch $\varepsilon_{min}$ falls steadily, through $-0.21221$ at 1.5 Å and $-0.63000$ at 2.0 Å, and crosses zero at $R_c=1.1508$ Å. At 1.1008, 1.1508 and 1.2008 Å it is $0.02538$, $0.00000$ and $-0.02659$, and the differenced curvature of $F$ along the mode has the same three values. This value of $R_c$ belongs to the chosen model parameters, including the cell width and the walls, and is not a prediction for any real molecule. The 0.5 Å grid is not converged: with the walls kept at $\pm4.25$ Å, cells of 0.25 and 0.125 Å move $R_c$ to 1.181 and 1.187 Å, $\varepsilon_{min}$ at 1.0 Å to 0.0859 and 0.0887, and $\varepsilon_{min}$ at 4.0 Å to $-2.487$ and $-2.480$. Moving the walls to $\pm8.25$ Å at $a=0.5$ Å gives $R_c=1.146$ Å and $-2.454$ at 4.0 Å. Because $n_i$ counts electrons per cell, $h_{min}$ grows roughly as $1/a$ (2.26, 5.51 and 11.46 eV at 1.0 Å) while $a_{max}$ shrinks as $a$; only $\varepsilon$ tends to a grid-independent value. At $R_c$ itself the Hessian is singular, and whether the point is a minimum depends on terms beyond second order, which were not evaluated.

## Computed results

```
e = 4.80320e-10 esu, e^2 = 2.30708e-19 erg cm = 14.3996 eV A
hbar^2/m = 7.6200 eV A^2, 1 eV = 1.60218e-12 erg
M = 16, a = 0.5 A, t = hbar^2/2ma^2 = 15.2399 eV, kT = 0.5 eV, dim X = 30
b_H, b_Li, b_ee = 0.75, 1.3, 0.75 A; w(0) = 19.1995 eV; alpha = 0.2
--- unpolarised, R = 1.00 A: F = -31.50187 eV (no ion-ion term)
up levels e0, e1, mu = -9.2341, -4.3982, -6.8169 eV; f0, f1 = 0.99211, 0.00786
electrons at x<0: up 0.6281, down 0.6281
eig(-chi0) on X: min 8.710e-06, max 0.0346 1/eV
eig(eps) from map: lowest 0.07291, 0.66957; highest 1.92709
curvature of F (scaled dirs): lowest 0.07291, 0.66958; FD error 6.2e-05
eig(H): lowest 2.2559, 33.4982 eV; negative count eps/H: 0/0 of 30
gap = 4.8359 eV, (01|w|01) = 1.9030 eV, one-transition bound = 0.2254
mixing factor measured 0.9854, 1 - alpha*eps_min = 0.9854
alpha_max = 2/eps_max = 1.0378; factor at 0.95, 1.05 alpha_max: 0.9281, 1.1000
--- unpolarised, R = 4.00 A: F = -22.94624 eV (no ion-ion term)
up levels e0, e1, mu = -6.3932, -5.1866, -5.7900 eV; f0, f1 = 0.76964, 0.23024
electrons at x<0: up 0.7050, down 0.7050
eig(-chi0) on X: min 2.608e-04, max 0.0708 1/eV
eig(eps) from map: lowest -2.51528, 0.30652; highest 4.51528
curvature of F (scaled dirs): lowest -2.51528, 0.30652; FD error 4.6e-05
eig(H): lowest -36.8570, 13.2737 eV; negative count eps/H: 1/1 of 30
gap = 1.2066 eV, (01|w|01) = 1.8657 eV, one-transition bound = -0.6681
mixing factor measured 1.5031, 1 - alpha*eps_min = 1.5031
--- polarised, R = 4.00 A: F = -25.19197 eV (no ion-ion term)
up levels e0, e1, mu = -12.9242, -4.5581, -8.7412 eV; f0, f1 = 0.99977, 0.00023
electrons at x<0: up 0.9973, down 0.0358
eig(-chi0) on X: min 6.756e-10, max 0.0382 1/eV
eig(eps) from map: lowest 0.82950, 0.93386; highest 1.17050
curvature of F (scaled dirs): lowest 0.82951, 0.93388; FD error 1.4e-04
eig(H): lowest 24.9815, 34.0828 eV; negative count eps/H: 0/0 of 30
F(polarised) - F(unpolarised) at R = 4.00 A: -2.24573 eV
--- eps_min of the unpolarised fixed point against R
R = 1.0 A: eps_min = 0.07291
R = 1.5 A: eps_min = -0.21221
R = 2.0 A: eps_min = -0.63000
R = 2.5 A: eps_min = -1.14083
R = 3.0 A: eps_min = -1.66279
R = 3.5 A: eps_min = -2.12970
R = 4.0 A: eps_min = -2.51528
critical R_c = 1.1508 A
R = 1.1008 A: eps_min = 0.02538, curvature of F along mode = 0.02538
R = 1.1508 A: eps_min = -0.00000, curvature of F along mode = 0.00000
R = 1.2008 A: eps_min = -0.02659, curvature of F along mode = -0.02659
```
